# Density-of-States Polarization and Tunneling Polarization Can Have Opposite Signs: verification in Python

```python
"""
Result under test: the Fermi-level density-of-states (DOS) polarization can be
negative while the tunneling polarization is positive. For a strong thin barrier
and a nonmagnetic counterelectrode with constant normal speed vR,
    integral d2k_parallel/(2 pi)^2 T = pi * vR * N<vx^2> / u^2.
Symbols: N = DOS per spin and volume, vx = normal velocity, T = transmission,
u = barrier strength divided by hbar^2/m_e. Masses are in electron masses.
Internal units: length nm, speed hbar/(m_e nm), reduced energy E/(hbar^2/m_e).
A band is (normal mass, transverse mass, Fermi energy above band bottom in eV).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

H = const.hbar**2 / (const.m_e * const.e) * 1e18      # hbar^2/m_e in eV nm^2
SPEED_UNIT = const.hbar / const.m_e * 1e9            # m/s
BARRIER_MASS = 0.4
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def sphere(mass, k_fermi):
    return (mass, mass, H * k_fermi**2 / (2 * mass))


def polarization(up, down):
    return (up - down) / (up + down)


def fermi_moments(band, points=60):
    """N<|vx|^p>, p=0..3, from a 3D k sum with a Gaussian energy delta."""
    mx, mt, fermi_ev = band
    energy = fermi_ev / H
    grid = (np.arange(points) + 0.5) * 1.2 / points
    kx = grid[:, None, None] * np.sqrt(2 * mx * energy)
    ky = grid[None, :, None] * np.sqrt(2 * mt * energy)
    kz = grid[None, None, :] * np.sqrt(2 * mt * energy)
    band_energy = kx**2 / (2 * mx) + (ky**2 + kz**2) / (2 * mt)
    sigma = 0.05 * energy
    delta = np.exp(-0.5 * ((band_energy - energy) / sigma)**2)
    delta /= sigma * np.sqrt(2 * np.pi)
    cell = (1.2 / points)**3 * (2 * energy)**1.5 * np.sqrt(mx) * mt
    return np.array([8 * cell * np.sum(delta * (kx / mx)**p)
                     / (2 * np.pi)**3 for p in range(4)])


def transmission(v_left, v_right, k_par, width, excess, steps=400):
    """Integrate psi'=m*chi, chi'=q*psi from the right side to the left.
    excess(x) is the barrier potential minus the electron energy in eV."""
    psi = np.ones_like(k_par, dtype=complex)
    chi = 1j * v_right * np.ones_like(k_par)
    step = -width / steps
    m = BARRIER_MASS

    def q(x):
        return 2 * excess(x) / H + k_par**2 / m

    for i in range(steps):
        x = width + i * step
        q0, qh, q1 = q(x), q(x + step / 2), q(x + step)
        a1, b1 = m * chi, q0 * psi
        a2, b2 = m * (chi + step*b1/2), qh * (psi + step*a1/2)
        a3, b3 = m * (chi + step*b2/2), qh * (psi + step*a2/2)
        a4, b4 = m * (chi + step*b3), q1 * (psi + step*a3)
        psi = psi + step * (a1 + 2*a2 + 2*a3 + a4) / 6
        chi = chi + step * (b1 + 2*b2 + 2*b3 + b4) / 6
    return 4 * v_left * v_right / np.abs(v_left * psi - 1j * chi)**2


def areal_transmission(left, right, height, width, offset=0.0, bias=0.0):
    """Integral of T over d2k_parallel/(2 pi)^2, in nm^-2."""
    e_left = (left[2] + offset) / H
    e_right = (right[2] + offset + bias) / H
    k_max = np.sqrt(min(2 * left[1] * e_left, 2 * right[1] * e_right))
    angle = np.pi / 4 * (NODES + 1)
    k_par = k_max * np.sin(angle)
    v_left = np.sqrt((2 * e_left - k_par**2 / left[1]) / left[0])
    v_right = np.sqrt((2 * e_right - k_par**2 / right[1]) / right[0])
    t = transmission(v_left, v_right, k_par, width,
                     lambda x: height - offset - bias * x / width)
    measure = k_max**2 * np.sin(angle) * np.cos(angle) * np.pi / 4
    return np.sum(WEIGHTS * measure * t) / (2 * np.pi)


# Model inputs: rough regime of a 3d ferromagnet / Al oxide / Al junction.
m_up, k_up, m_down, k_down = 1.0, 11.0, 4.0, 10.0
k_counter, height, width = 17.5, 2.0, 1.0
up, down = sphere(m_up, k_up), sphere(m_down, k_down)
counter = sphere(1.0, k_counter)
v_up, v_down = k_up / m_up, k_down / m_down

# Fermi-surface sums against the closed forms for spheres.
moments_up, moments_down = fermi_moments(up), fermi_moments(down)
for moments, mass, k in ((moments_up, m_up, k_up),
                         (moments_down, m_down, k_down)):
    assert np.isclose(moments[0], mass*k/(2*np.pi**2), rtol=4e-3)
    assert np.isclose(moments[2], k**3/(6*np.pi**2*mass), rtol=4e-3)

# Delta-barrier transmission, also where the barrier is not opaque.
thin = 1e-6
for u in (3.0, 10.0, 60.0):
    numeric = transmission(v_up, k_counter, np.array([0.0]), thin,
                           lambda x: u * H / thin)[0]
    formula = 4*v_up*k_counter / ((v_up + k_counter)**2 + 4*u**2)
    assert np.isclose(numeric, formula, rtol=1e-3)

# Scattering conductance against Fermi-surface velocity moments.
strong = 2000.0
thin_height = strong * H / thin
flat_counter = (1.0, 1e6, counter[2])      # speed independent of k_parallel
ellipsoid = (2.0, np.sqrt(m_down**3 / 2.0), down[2])
for band in (up, down, ellipsoid):
    moments = fermi_moments(band)
    numeric = areal_transmission(band, flat_counter, thin_height, thin)
    assert np.isclose(numeric, np.pi*k_counter*moments[2]/strong**2, rtol=5e-3)
    numeric = areal_transmission(band, band, thin_height, thin)
    assert np.isclose(numeric, np.pi*moments[3]/strong**2, rtol=6e-3)

# Reversal criterion on both sides of each boundary.
for ku, mu, kd, md in ((11, 1, 10, 4), (11, 1, 10, 1.05),
                       (6, 1, 10, 4), (7, 1, 10, 4)):
    bu, bd = sphere(mu, ku), sphere(md, kd)
    dos_p = polarization(fermi_moments(bu)[0], fermi_moments(bd)[0])
    tun_p = polarization(*(areal_transmission(b, flat_counter, thin_height, thin)
                           for b in (bu, bd)))
    ratio_k, ratio_m = ku / kd, mu / md
    predicted = ratio_m * ratio_k < 1 and ratio_k**3 > ratio_m
    assert (dos_p < 0 < tun_p) == predicted

# Opaque rectangular barrier at normal incidence.
kappa = np.sqrt(2 * BARRIER_MASS * height / H)
w = kappa / BARRIER_MASS
normal_t = []
for v in (v_up, v_down):
    numeric = transmission(v, k_counter, np.array([0.0]), width,
                           lambda x: height)[0]
    formula = (16*v*k_counter*w**2*np.exp(-2*kappa*width)
               / ((v**2 + w**2)*(k_counter**2 + w**2)))
    assert np.isclose(numeric, formula, rtol=2e-3)
    normal_t.append(numeric)


def junction_p(phi=height, d=width, minority=down):
    return polarization(areal_transmission(up, counter, phi, d),
                        areal_transmission(minority, counter, phi, d))


# Thick-barrier polarization and its sign change with barrier height.
thick_formula = polarization(v_up/(v_up**2+w**2), v_down/(v_down**2+w**2))
thick_numeric = junction_p(d=20.0)
assert np.isclose(thick_numeric, thick_formula, rtol=0.03)
critical_formula = H * BARRIER_MASS * v_up * v_down / 2
critical_numeric = brentq(lambda phi: junction_p(phi, 20.0), 0.2, 0.8, xtol=1e-4)
# The remaining spread of k_parallel at 20 nm shifts the root by a few percent.
assert np.isclose(critical_numeric, critical_formula, rtol=0.05)
low_barrier_p = junction_p(0.25, 20.0)
assert low_barrier_p < 0 < thick_numeric

# Main example.
p_dos = polarization(moments_up[0], moments_down[0])
p_v1 = polarization(moments_up[1], moments_down[1])
p_v2 = polarization(moments_up[2], moments_down[2])
p_v3 = polarization(moments_up[3], moments_down[3])
p_delta = polarization(*(areal_transmission(b, counter, thin_height, thin)
                         for b in (up, down)))
g_up = areal_transmission(up, counter, height, width)
g_down = areal_transmission(down, counter, height, width)
p_real = polarization(g_up, g_down)
assert p_dos < 0 < p_real and p_v2 > 0
quantum = const.e**2 / const.h
resistance_area = 1 / (quantum * (g_up + g_down) * 1e6)

# Thermal average: Fermi occupation is the integration variable.
thermal_ev = const.k * 300 / const.e
nodes, weights = np.polynomial.legendre.leggauss(16)
occupation = (nodes + 1) / 2
offsets = thermal_ev * np.log((1 - occupation) / occupation)
p_thermal = polarization(*(sum(wt/2*areal_transmission(
    b, counter, height, width, offset=e) for e, wt in zip(offsets, weights))
    for b in (up, down)))

# Finite-bias current polarization, both current directions.
nodes, weights = np.polynomial.legendre.leggauss(5)
bias_p = []
for bias in (0.1, -0.1):
    currents = [sum(wt/2*areal_transmission(
        b, counter, height, width, offset=-bias*(x+1)/2, bias=bias)
        for x, wt in zip(nodes, weights)) for b in (up, down)]
    bias_p.append(polarization(*currents))
field = 0.1 / (width * 1e-7) / 1e6
breakdown = 10.0                                      # rough input, MV/cm

# Midplane image lowering from the series for two metal plates.
permittivity = 3.0                                    # rough optical value
n = np.arange(1, 20001)
series = 1 + np.sum(n / (n**2 - 0.25) - 1 / n)
image = const.e*1e9*series/(8*np.pi*const.epsilon_0*permittivity*width)
p_image = junction_p(phi=height-image)

# Same minority DOS with a different normal mass.
aniso_p = [junction_p(minority=(mx, np.sqrt(m_down**3/mx), down[2]))
           for mx in (2.0, 8.0)]

# Roughness estimate: all incoming k_parallel exit near the barrier minimum.
rough_weights = []
for mass, k in ((m_up, k_up), (m_down, k_down)):
    kx = k * (NODES + 1) / 2
    v = kx / mass
    rough_weights.append(np.sum(WEIGHTS*k/2*kx*v/(v**2+w**2)))
p_rough = polarization(*rough_weights)
p_three = polarization(g_up, 3*g_down)

print(f"majority mass, k_F: {m_up:.1f} m_e, {k_up:.1f} nm^-1")
print(f"minority mass, k_F: {m_down:.1f} m_e, {k_down:.1f} nm^-1")
print(f"counterelectrode mass, k_F: {counter[0]:.1f} m_e, {k_counter:.1f} nm^-1")
print(f"barrier height, width, mass: {height:.1f} eV, {width:.1f} nm, {BARRIER_MASS:.1f} m_e")
print(f"Fermi energies up, down: {up[2]:.3f}, {down[2]:.3f} eV")
print(f"densities up, down: {k_up**3/(6*np.pi**2):.2f}, {k_down**3/(6*np.pi**2):.2f} nm^-3")
print(f"Fermi speeds up, down: {v_up*SPEED_UNIT/1e6:.3f}, {v_down*SPEED_UNIT/1e6:.3f} 10^6 m/s")
print(f"DOS up, down: {moments_up[0]/H:.2f}, {moments_down[0]/H:.2f} states/(eV nm^3)")
print(f"N<vx^2> ratio up/down: {moments_up[2]/moments_down[2]:.3f} (dimensionless)")
print(f"DOS polarization: {100*p_dos:.1f} %")
print(f"N<|vx|> polarization: {100*p_v1:.1f} %")
print(f"N<vx^2> polarization: {100*p_v2:.1f} %")
print(f"N<|vx|^3> polarization: {100*p_v3:.1f} %")
print(f"thin barrier, actual counterelectrode: {100*p_delta:.1f} %")
print(f"barrier decay constant: {kappa:.3f} nm^-1")
print(f"barrier matching speed: {w*SPEED_UNIT/1e6:.3f} 10^6 m/s")
print(f"normal-incidence T up, down: {normal_t[0]:.3e}, {normal_t[1]:.3e} (dimensionless)")
print(f"areal transmission up, down: {g_up:.3e}, {g_down:.3e} nm^-2")
print(f"rectangular-barrier polarization: {100*p_real:.1f} %")
print(f"resistance-area product: {resistance_area:.1f} ohm um^2")
print(f"20 nm polarization, numeric and formula: {100*thick_numeric:.1f}, {100*thick_formula:.1f} %")
print(f"critical height, numeric and formula: {critical_numeric:.3f}, {critical_formula:.3f} eV")
print(f"polarization at 0.25 eV, 20 nm: {100*low_barrier_p:.1f} %")
print(f"thermal energy at 300 K: {thermal_ev:.4f} eV")
print(f"polarization at 300 K: {100*p_thermal:.1f} %")
print(f"polarization at +0.1, -0.1 V: {100*bias_p[0]:.1f}, {100*bias_p[1]:.1f} %")
print(f"field at 0.1 V, rough breakdown field: {field:.1f}, {breakdown:.0f} MV/cm")
for d in (0.8, 1.5, 2.0):
    print(f"polarization at width {d:.1f} nm: {100*junction_p(d=d):.1f} %")
print(f"image input permittivity: {permittivity:.1f} (relative, rough)")
print(f"midplane image lowering: {image:.3f} eV")
print(f"polarization with uniform lowering: {100*p_image:.1f} %")
print(f"polarization, minority normal mass 2, 8 m_e: {100*aniso_p[0]:.1f}, {100*aniso_p[1]:.1f} %")
print(f"rough-interface estimate: {100*p_rough:.1f} %")
print(f"equal minority sheets that cancel polarization: {g_up/g_down:.2f} (dimensionless)")
print(f"polarization with three minority sheets: {100*p_three:.1f} %")
print("done: every assertion held")
```

Running it gives:

```
majority mass, k_F: 1.0 m_e, 11.0 nm^-1
minority mass, k_F: 4.0 m_e, 10.0 nm^-1
counterelectrode mass, k_F: 1.0 m_e, 17.5 nm^-1
barrier height, width, mass: 2.0 eV, 1.0 nm, 0.4 m_e
Fermi energies up, down: 4.610, 0.952 eV
densities up, down: 22.48, 16.89 nm^-3
Fermi speeds up, down: 1.273, 0.289 10^6 m/s
DOS up, down: 7.31, 26.59 states/(eV nm^3)
N<vx^2> ratio up/down: 5.324 (dimensionless)
DOS polarization: -56.9 %
N<|vx|> polarization: 9.5 %
N<vx^2> polarization: 68.4 %
N<|vx|^3> polarization: 91.8 %
thin barrier, actual counterelectrode: 67.9 %
barrier decay constant: 4.582 nm^-1
barrier matching speed: 1.326 10^6 m/s
normal-incidence T up, down: 3.834e-04, 1.599e-04 (dimensionless)
areal transmission up, down: 1.573e-04, 5.922e-05 nm^-2
rectangular-barrier polarization: 45.3 %
resistance-area product: 119.2 ohm um^2
20 nm polarization, numeric and formula: 41.4, 41.1 %
critical height, numeric and formula: 0.409, 0.419 eV
polarization at 0.25 eV, 20 nm: -15.0 %
thermal energy at 300 K: 0.0259 eV
polarization at 300 K: 45.2 %
polarization at +0.1, -0.1 V: 46.5, 44.0 %
field at 0.1 V, rough breakdown field: 1.0, 10 MV/cm
polarization at width 0.8 nm: 46.1 %
polarization at width 1.5 nm: 44.1 %
polarization at width 2.0 nm: 43.4 %
image input permittivity: 3.0 (relative, rough)
midplane image lowering: 0.333 eV
polarization with uniform lowering: 42.6 %
polarization, minority normal mass 2, 8 m_e: 31.8, 57.7 %
rough-interface estimate: 56.7 %
equal minority sheets that cancel polarization: 2.66 (dimensionless)
polarization with three minority sheets: -6.1 %
done: every assertion held
```
